\section*{Neutral depletion by electron pressure at fixed total pressure}

\section*{Problem}

A planar, symmetric argon discharge occupies the space between two walls. At its midplane the electron density is $n_0=10^{18}\,\mathrm{m^{-3}}$ and the electron temperature is $3\,\mathrm{eV}$. The sum of neutral and electron pressure there is held at $1.33\,\mathrm{Pa}$. The neutrals are isothermal at $300\,\mathrm{K}$, the ions are cold and singly charged, and the plasma is quasineutral.

\begin{enumerate}
\item Derive the force balance of the whole medium and show where the sum of neutral and electron pressure enters it.
\item Find the fractional depletion of the neutral density at the midplane, relative to plasma-off gas at the same total pressure and gas temperature.
\item Find how much the neutral pressure rises from the midplane to the sheath edge, and what causes the rise.
\item Find the midplane depletion if $1.33\,\mathrm{Pa}$ is instead the neutral pressure at the sheath edge.
\item Estimate how gas heating and warm ions change the answer to part 2.
\end{enumerate}

\section*{Solution}

\subsection*{1. Force balance}

The algebra uses atomic units with $k_B=e=1$, so temperatures are energies and an ideal gas has pressure density times temperature. Let $x$ be the distance from the midplane and a prime mean $d/dx$. The common density of electrons and ions is $n$, the ion velocity $u$, the neutral density $N$, the neutral velocity $v$, and the mass of an atom or ion $m$. The state is steady.

Ionization at the rate $S$ per unit volume turns neutrals into ions:
\begin{equation}
(nu)'=S,\qquad (Nv)'=-S .
\label{cont}
\end{equation}
Adding these gives $(nu+Nv)'=0$. Both velocities vanish at the midplane by symmetry, so $nu+Nv=0$: neutrals drift inward to replace the ions that leave.

Electron inertia is negligible, so the field $E$ balances the electron pressure gradient:
\begin{equation}
0=-nE-T_e n' .
\label{el}
\end{equation}
The ions feel the opposite electric force and a friction force $F$ per unit volume from the neutrals. A new ion starts with the velocity $v$ of its parent atom, so ionization adds momentum at the rate $mSv$:
\begin{equation}
(mnu^2)'=nE-F+mSv .
\label{ion}
\end{equation}
The neutrals receive the friction force and lose the momentum of the ionized atoms. With their viscosity neglected,
\begin{equation}
(mNv^2)'=-T_nN'+F-mSv .
\label{neu}
\end{equation}

In the sum of (\ref{el}), (\ref{ion}) and (\ref{neu}), the terms in $E$, $F$ and $S$ cancel in pairs. Friction between electrons and neutrals, omitted here, would cancel in the same way. With constant temperatures,
\begin{equation}
\left(NT_n+nT_e+mnu^2+mNv^2\right)'=0 .
\end{equation}
The bracket is therefore a constant $P$:
\begin{equation}
NT_n+nT_e+mnu^2+mNv^2=P .
\label{bal}
\end{equation}
At the midplane $u=v=0$, and (\ref{bal}) reduces to
\begin{equation}
N_0T_n+n_0T_e=P .
\label{mid}
\end{equation}
This is the given sum, $P=1.33\,\mathrm{Pa}$. Away from the midplane the ions carry momentum, so the sum of neutral and electron pressure alone is not uniform.

\subsection*{2. Depletion at the midplane}

Plasma-off gas at the same $P$ and $T_n$ has density $N_{\rm ref}=P/T_n$. From (\ref{mid}), $N_0=(P-n_0T_e)/T_n$, so the fractional depletion is
\begin{equation}
\delta=1-\frac{N_0}{N_{\rm ref}}
=1-\frac{P-n_0T_e}{P}
=\frac{n_0T_e}{P}.
\label{delta}
\end{equation}
The gas temperature cancels because it is the same in both states.

For the numbers, $3\,\mathrm{eV}$ is converted to joules with $1\,\mathrm{eV}=1.602\times10^{-19}\,\mathrm{J}$:
\begin{align}
n_0T_e&=10^{18}\times3\times1.602\times10^{-19}\,\mathrm{Pa}=0.481\,\mathrm{Pa},\\
N_0T_n&=(1.33-0.481)\,\mathrm{Pa}=0.849\,\mathrm{Pa},\\
\delta&=\frac{0.481}{1.33}=0.36 .
\end{align}
The neutral density is 36\% below its plasma-off value. It falls from $3.21\times10^{20}$ to $2.05\times10^{20}\,\mathrm{m^{-3}}$. In engineering units, electrons supply $3.6$ of the $10\,\mathrm{mTorr}$.

The ratio of electron to neutral pressure, $0.481/0.849=0.57$, is a different quantity: it refers to the gas that remains, not to the plasma-off gas.

Conversion of atoms into ions does not explain the result. The ion density is only $n_0/N_{\rm ref}=0.3\%$ of the reference gas density. The effect is large because an electron at $3\,\mathrm{eV}$ contributes as much pressure as about a hundred atoms at $300\,\mathrm{K}$.

\paragraph{Limits.} At fixed $P$ and $T_e$, $\delta$ is proportional to the electron density. At $10^{16}\,\mathrm{m^{-3}}$ it would be $0.4\%$. In the other direction, (\ref{delta}) reaches unity at
\begin{equation}
n_0=\frac{P}{T_e}=2.77\times10^{18}\,\mathrm{m^{-3}},
\end{equation}
where no neutral pressure is left. A plasma sustained by ionization of its own gas cannot reach this point at fixed $T_e$, because $S$ vanishes with $N$. With the friction and ionization coefficients used in part 3, the plasma at fixed $T_e$ would have to become ever wider as the gas thins. In a discharge of given width, $T_e$ must rise instead to keep up the ionization rate per electron, and it can no longer be treated as given.

\subsection*{3. Neutral pressure at the sheath edge}

The quasineutral region ends where its density gradient diverges. To locate this point, expand the left side of (\ref{ion}) with (\ref{cont}). Since $nu'=S-un'$,
\begin{equation}
(mnu^2)'=mu(nu)'+mnuu'
=muS+mu(S-un')=2muS-mu^2n' .
\end{equation}
Inserting $nE=-T_en'$ from (\ref{el}) on the right side of (\ref{ion}) and collecting the terms in $n'$ gives
\begin{equation}
(T_e-mu^2)\,n'=-F-mS(2u-v).
\end{equation}
For $x>0$ we have $u>0$ and $v<0$, so the right side is negative and the density falls outward. The gradient diverges at $mu^2=T_e$, which marks the sheath edge, labelled $s$. There the ion momentum flux equals the electron pressure, and (\ref{bal}) becomes
\begin{equation}
N_sT_n=P-2n_sT_e-mN_sv_s^2 .
\label{edge}
\end{equation}
The last term is small. With $v_s=-n_su_s/N_s$,
\begin{equation}
mN_sv_s^2=\frac{mn_s^2u_s^2}{N_s}=n_sT_e\,\frac{n_s}{N_s},
\end{equation}
which is smaller than the electron pressure at the edge by the factor $n_s/N_s$. Dropping it and subtracting $N_0T_n=P-n_0T_e$ gives the rise
\begin{equation}
N_sT_n-N_0T_n=(n_0-2n_s)T_e .
\label{rise}
\end{equation}

The value of $n_s/n_0$ requires a profile. Take charge-exchange friction $F=mnN\sigma|u-v|(u-v)$ with $\sigma=10^{-18}\,\mathrm{m^2}$, and ionization $S=KNn$ with $K=10^{-16}\,\mathrm{m^3/s}$. Both coefficients are rough round values. This form of $F$ neglects thermal motion in the collision speed. Integrating (\ref{cont})--(\ref{neu}) numerically from the midplane to the sheath edge gives a half-width of $42\,\mathrm{mm}$ and $n_s/n_0=0.287$. Then
\begin{align}
N_sT_n&=(1.33-2\times0.287\times0.481)\,\mathrm{Pa}=1.05\,\mathrm{Pa},\\
\frac{N_s}{N_0}&=\frac{1.054}{0.849}=1.24 .
\end{align}
The neutral pressure thus rises by $0.20\,\mathrm{Pa}$, or 24\%, from the midplane to the sheath edge. The neglected neutral momentum flux is $1.6\times10^{-4}\,\mathrm{Pa}$. The neglected viscous stress is larger but still small: at the midplane $v'=-Kn_0$, and with an argon viscosity $\mu\approx2.3\times10^{-5}\,\mathrm{Pa\,s}$ the stress $\tfrac43\mu Kn_0$ is about $3\times10^{-3}\,\mathrm{Pa}$, or $0.4\%$ of the neutral pressure. The profile numbers are only as good as the coefficients. A factor of two in $\sigma$ or $K$ moves $n_s/n_0$ between $0.24$ and $0.34$ and the rise between $0.25$ and $0.16\,\mathrm{Pa}$. Replacing $|u-v|$ in $F$ by $\sqrt{(u-v)^2+w_0^2}$, with the thermal relative speed $w_0=564\,\mathrm{m/s}$, gives $n_s/n_0=0.26$ and a rise of $0.23\,\mathrm{Pa}$.

The cause of the rise is friction. The electron pressure gradient sets up the field, the field drives the ions outward, and the ions push the neutrals. If $F=0$, equation (\ref{ion}) with (\ref{el}) reads $(mnu^2+nT_e)'=mSv$. The right side is small because $v$ is small, so $2n_s\simeq n_0$ and the rise (\ref{rise}) vanishes. The integration with $\sigma=0$, at the same $P$, $n_0$, $T_e$ and $K$, gives $n_s/n_0=0.4997$ and $N_s/N_0=0.9997$.

The depletion (\ref{delta}) is still $0.36$ in that case. It compares two states with the same $P$, and part of $P$ is carried by the plasma whether or not the ions push the gas. A depletion relative to the reference state therefore need not appear as a dip in the neutral profile.

The same integration also tests (\ref{delta}). The midplane neutral density was left unknown and adjusted until the total momentum flux at the sheath edge was $1.33\,\mathrm{Pa}$. This was done for the case above and for five variations, each changing one input: $\sigma=3\times10^{-18}\,\mathrm{m^2}$, $\sigma=0$, $K=3\times10^{-16}\,\mathrm{m^3/s}$, $n_0=2\times10^{17}\,\mathrm{m^{-3}}$, and $T_e=2\,\mathrm{eV}$. The depletion differed from $n_0T_e/P$ by at most $2\times10^{-10}$. This confirms the algebra within the fluid model, not the model itself.

\subsection*{4. Edge neutral pressure fixed instead}

Let $p_g=N_sT_n$ be the given pressure. A gauge in a plasma-free side port would read roughly this value if the port gas is in equilibrium with the gas at the sheath edge. By (\ref{rise}), $N_0T_n=p_g-(n_0-2n_s)T_e$, so the depletion of the midplane relative to the edge is
\begin{equation}
\delta_g=1-\frac{N_0}{N_s}=\frac{(n_0-2n_s)T_e}{p_g}.
\end{equation}
For $p_g=1.33\,\mathrm{Pa}$ and unchanged $n_0$, $T_e$, $\sigma$ and $K$, the integration gives $n_s/n_0=0.287$. Hence
\begin{equation}
\delta_g=(1-2\times0.287)\times\frac{0.481}{1.33}=0.15 .
\end{equation}
With these coefficients this is less than half of the result in part 2; a factor of two in $\sigma$ or $K$ moves $\delta_g$ between $0.12$ and $0.19$. The gas is denser than in part 3, so at the same $T_e$ and $K$ the half-width is now $32\,\mathrm{mm}$. A quoted depletion is thus incomplete without a statement of which pressure is fixed. Unlike $\delta$, $\delta_g$ depends on friction and vanishes without it, apart from the small inertial and viscous terms of the neutrals.

\subsection*{5. Heated gas and warm ions}

\paragraph{Heated gas.} If the gas temperature varies in space, the neutral pressure force is $-(NT_n)'$, and (\ref{bal}) still holds with the local $T_n$. The neutral pressure at the midplane remains $P-n_0T_e$, but a higher temperature $T_h$ there lowers the density further. Relative to plasma-off gas at the wall temperature $T_w$,
\begin{equation}
\delta_N=1-\frac{(P-n_0T_e)/T_h}{P/T_w}
=1-(1-\delta)\frac{T_w}{T_h}.
\end{equation}
With $T_w=300\,\mathrm{K}$ and an assumed $T_h=600\,\mathrm{K}$, this gives $\delta_N=1-0.639/2=0.68$. Heating of this size nearly doubles the density depletion.

\paragraph{Warm ions.} An ion temperature $T_i$ adds the pressure $nT_i$ to (\ref{bal}). If $P$ now denotes the full midplane pressure, ions included, and is kept at $1.33\,\mathrm{Pa}$, then
\begin{equation}
\delta=\frac{n_0(T_e+T_i)}{P}.
\end{equation}
A rough $T_i=0.1\,\mathrm{eV}$ raises $\delta$ from $0.361$ to $0.373$. If the sum of neutral and electron pressure alone is fixed, as the problem states, $\delta$ does not change.

\subsection*{The numbers beside a real discharge}

A pressure of $10\,\mathrm{mTorr}$ and an electron temperature of a few eV are ordinary for inductively coupled argon plasmas used in etching. The electron density of $10^{18}\,\mathrm{m^{-3}}$ lies at the high end for such sources, and many run at much lower density, where $\delta$ is smaller in proportion. Of the two changes estimated in part 5, gas heating has the larger effect: a midplane gas temperature of $600\,\mathrm{K}$ would move the density depletion from $0.36$ to $0.68$. That temperature is an assumption, not the result of a heat balance. Isothermal gas is an idealization too: the friction of part 3 alone dissipates about $220\,\mathrm{W/m^2}$, and conducting this to a wall at $300\,\mathrm{K}$ with a conductivity of $0.018\,\mathrm{W/(m\,K)}$ would raise the midplane gas temperature by roughly $70\,\mathrm{K}$. An error of 10\% in $T_e$ shifts $\delta$ by $0.036$. In a real discharge $T_e$ is also tied to the gas density and the chamber size through the ionization balance, whereas here $T_e$ and $K$ were set separately.

The fluid description of the neutrals is approximate as well. With a rough collision cross section of $4\times10^{-19}\,\mathrm{m^2}$, their mean free path at the midplane is $8.6\,\mathrm{mm}$, about a fifth of the half-width. This affects the profile results of parts 3 and 4, by an amount not estimated here. The result of part 2 is less exposed: once the midplane sum of pressures is given, it needs only the ideal-gas law. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS
total pressure P = 1.33 Pa = 9.98 mTorr
electron density = 1.00e+18 m^-3
electron temperature = 3.00 eV
gas temperature = 300 K
rough charge-exchange cross section = 1.0e-18 m^2
rough ionization coefficient = 1.0e-16 m^3/s
rough neutral-neutral cross section = 4.0e-19 m^2
MAIN RESULT
1 eV = 1.602177e-19 J
electron pressure = 0.4807 Pa = 3.61 mTorr
neutral pressure left = 0.8493 Pa = 6.37 mTorr
fractional depletion, formula = 0.3614
fractional depletion, fluid equations = 0.3614
largest deviation over 6 discharges = 1.9e-10
plasma-off neutral density = 3.211e+20 m^-3
midplane neutral density = 2.051e+20 m^-3
electron/neutral pressure ratio (not delta) = 0.5659
share of atoms turned into ions n/N_ref = 0.00311
density at which n*T_e = P: 2.767e+18 m^-3
PROFILE
plasma half-width = 41.8 mm
edge/midplane electron density = 0.2870
edge neutral pressure, fluid = 1.0539 Pa
edge neutral pressure, formula = 1.0541 Pa
edge/midplane neutral density = 1.2409
same ratio without friction = 0.9997
edge/midplane electron density, no friction = 0.4997
EDGE NEUTRAL PRESSURE FIXED AT 1.33 Pa INSTEAD
edge/midplane electron density = 0.2871
midplane dip, fluid = 0.1538
midplane dip, formula = 0.1539
NEGLECTED EFFECTS
rough hot-gas midplane temperature = 600 K
density depletion with hot gas, formula = 0.6807
density depletion with hot gas, fluid = 0.6807
rough warm-ion temperature = 0.10 eV
depletion with warm ions, formula = 0.3734
depletion with warm ions, fluid = 0.3734
neutral inertia at edge = 1.6e-04 Pa
neutral mean free path at midplane = 8.6 mm
mean free path / half-width = 0.206
change of delta for 10% higher T_e = 0.0361
\end{verbatim}
